\section*{Sound transmission through a silicon–germanium interface from acoustic impedances}

\section*{Problem}

A plane longitudinal sound wave travels through silicon and meets a flat interface with germanium at normal incidence. The longitudinal acoustic impedances are
\[
Z_1=19.6\times10^{6}\ \mathrm{kg/(m^2\,s)}\ \text{(Si)},\qquad
Z_2=25.9\times10^{6}\ \mathrm{kg/(m^2\,s)}\ \text{(Ge)}.
\]
Treat both crystals as lossless, linear elastic continua that fill half of space each, and the interface as a perfect, massless bond.

\begin{enumerate}
\item[(a)] Show that stress and velocity in a travelling wave are proportional, and find the energy flux.
\item[(b)] Derive the reflected and transmitted displacement amplitudes and the transmitted fraction $T$ of the energy flux.
\item[(c)] Evaluate $T$ for Si/Ge. How does it change if the wave comes from the Ge side, or if $Z_2/Z_1$ is wrong by 5\%?
\item[(d)] Replace the perfect bond by a spring of stiffness $\kappa$ per unit area. How does $T$ then depend on frequency?
\item[(e)] Can the result of (c) be used for the phonons that carry heat at 300 K?
\end{enumerate}

Where densities, shear speeds or atomic spacings are needed, use the rough values given in the solution.

\section*{Solution}

\subsection*{(a) Impedance and energy flux}

Let $u(x,t)$ be the displacement along $x$, $\rho$ the density and $C$ the longitudinal elastic modulus. The stress is $\sigma=C\,\partial_x u$, positive in tension. Newton's law for a thin slice reads
\begin{equation}
\rho\,\partial_t^2u=\partial_x\sigma=C\,\partial_x^2u .
\end{equation}
A shape $u=f(x-ct)$ moving to the right gives $\rho c^2f''=Cf''$, so $c=\sqrt{C/\rho}$. For this wave $\partial_xu=f'$ and $\partial_tu=-cf'$, hence
\begin{equation}
\sigma=-\frac{C}{c}\,\partial_tu=-Z\,\partial_tu,\qquad Z=\frac{C}{c}=\rho c .
\end{equation}
For a wave moving to the left, $c$ is replaced by $-c$ and $\sigma=+Z\,\partial_tu$.

The material left of a plane pushes on the material to its right with force $-\sigma$ per unit area. The power passed to the right is therefore
\begin{equation}
S=-\sigma\,\partial_tu=Z(\partial_tu)^2
\end{equation}
for a right-moving wave. With $u=A\cos(kx-\omega t)$, the time average of the squared sine is $1/2$, so
\begin{equation}
\langle S\rangle=\tfrac12 Z\omega^2A^2 .
\label{eq:flux}
\end{equation}
At equal amplitude and frequency, the medium with the larger impedance carries more energy.

\subsection*{(b) Matching at the interface}

Put the interface at $x=0$. Let the incident displacement have amplitude 1, the reflected one $r$ and the transmitted one $t$. All three waves share the frequency $\omega$, because the boundary conditions must hold at all times.

The bond neither opens nor overlaps, so the displacement is continuous:
\begin{equation}
1+r=t .
\label{eq:disp}
\end{equation}
A massless interface would have infinite acceleration under a net force, so the stress is continuous too. The incident and transmitted waves contribute $-Z\partial_tu$ and the reflected wave $+Z\partial_tu$:
\begin{equation}
-Z_1+Z_1r=-Z_2t\quad\Longrightarrow\quad Z_1(1-r)=Z_2t .
\label{eq:stress}
\end{equation}
Inserting \eqref{eq:disp} gives $Z_1-Z_1r=Z_2+Z_2r$, and therefore
\begin{equation}
r=\frac{Z_1-Z_2}{Z_1+Z_2},\qquad t=1+r=\frac{2Z_1}{Z_1+Z_2}.
\end{equation}
The transmitted energy fraction is a ratio of fluxes \eqref{eq:flux}. The factor $\tfrac12\omega^2$ cancels, but the impedances do not:
\begin{equation}
T=\frac{Z_2t^2}{Z_1}=\frac{4Z_1Z_2}{(Z_1+Z_2)^2}.
\label{eq:T}
\end{equation}
The reflected wave travels in the same medium as the incident one, so $R=r^2$. The balance closes:
\begin{equation}
R+T=\frac{(Z_1-Z_2)^2+4Z_1Z_2}{(Z_1+Z_2)^2}=1 .
\end{equation}

Two limits show why amplitude and energy must be kept apart. If $Z_2\ll Z_1$, then $t\to2$, yet $T\to4Z_2/Z_1\to0$: the low-impedance side moves with twice the incident amplitude but carries little energy. If $Z_2\gg Z_1$, then $r\to-1$ and $t\to0$: the high-impedance side hardly moves.

\subsection*{(c) Numbers for Si/Ge}

In units of $10^6\ \mathrm{kg/(m^2\,s)}$ the sum of the impedances is $45.5$. Then
\begin{align}
r&=\frac{19.6-25.9}{45.5}=-0.1385,\qquad t=\frac{39.2}{45.5}=0.8615,\\
T&=\frac{4(19.6)(25.9)}{45.5^2}=\frac{2030.56}{2070.25}=0.981,\qquad R=0.019 .
\end{align}
The other route agrees: $(Z_2/Z_1)t^2=1.3214\times0.7422=0.981$. The negative $r$ means that the reflected displacement is inverted. Its amplitude is 14\% of the incident one, but its energy is only 2\%, since the energy goes as the square.

Equation \eqref{eq:T} is unchanged when $Z_1$ and $Z_2$ are exchanged, so a wave from the Ge side has the same $T$. The sound speeds enter only through $Z$. As a test, the equation of motion was integrated in time for a smooth pulse, and the energies on the two sides were summed. This gave $T=0.9809$ from Si to Ge and $0.9808$ from Ge to Si. When the second medium had twice the density and half the speed of the first, and hence the same $Z$, the reflected energy fraction was $5\times10^{-8}$.

For the sensitivity, write $z=Z_2/Z_1$ and $T=4z/(1+z)^2$. Then
\begin{equation}
\frac{dT}{d\ln z}=z\left[\frac{4}{(1+z)^2}-\frac{8z}{(1+z)^3}\right]
=\frac{4z}{(1+z)^2}\,\frac{1-z}{1+z}=Tr\approx-0.136 .
\end{equation}
A 5\% change of $z$ thus moves $T$ by about $0.007$. Direct evaluation gives $0.987$ for $-5\%$ and $0.974$ for $+5\%$. Within this model the result is insensitive to modest errors in the data.

\subsection*{(d) A bond that can stretch}

Use complex waves with time factor $e^{-i\omega t}$. The stress still passes through the massless bond unchanged, so \eqref{eq:stress} holds. The displacement now jumps, and the spring supplies the stress $\kappa[t-(1+r)]$. The transmitted wave has stress $-Z_2\partial_tu=i\omega Z_2t$, so
\begin{equation}
1+r=t\left(1-\frac{i\omega Z_2}{\kappa}\right),\qquad 1-r=\frac{Z_2}{Z_1}\,t .
\end{equation}
Adding the two equations eliminates $r$:
\begin{equation}
2=t\left(1+\frac{Z_2}{Z_1}-\frac{i\omega Z_2}{\kappa}\right).
\end{equation}
Solving for $t$ and forming $T=(Z_2/Z_1)|t|^2$ gives
\begin{equation}
T(\omega)=\frac{4Z_1Z_2}{(Z_1+Z_2)^2+(\omega Z_1Z_2/\kappa)^2}.
\label{eq:spring}
\end{equation}
For $\kappa\to\infty$ or $\omega\to0$ this returns to \eqref{eq:T}. A weak bond acts as a low-pass filter.

To choose a stiffness, regard each crystal as a chain of atomic planes with spacing $d$, mass $M=\rho d$ and spring $K=\rho c^2/d=Zc/d$ per unit area. Rough densities of 2330 and 5320 $\mathrm{kg/m^3}$ give $c=Z/\rho=8412$ and $4868$ m/s. With $d=0.1358$ and $0.1415$ nm for planes along [100], $K_1\approx1.21\times10^{21}$ and $K_2\approx0.89\times10^{21}\ \mathrm{N/m^3}$.

A perfect bond consists of half a spacing of each material in series. Its stiffness $K_b$ obeys $1/K_b=1/(2K_1)+1/(2K_2)$, so $K_b\approx1.03\times10^{21}\ \mathrm{N/m^3}$. If the bond is weakened to $K_b/4$, its compliance rises from $1/K_b$ to $4/K_b$. The excess is $3/K_b$, so $\kappa=K_b/3\approx3.4\times10^{20}\ \mathrm{N/m^3}$. At 1 THz, $\omega Z_1Z_2/\kappa\approx9.3\times10^6\ \mathrm{kg/(m^2\,s)}$ and
\begin{equation}
T\approx\frac{2030.56}{2070.25+9.3^2}\approx0.94 .
\end{equation}
The full chain, solved in part (e), also gives $0.94$. At 5 THz, \eqref{eq:spring} gives $0.48$ and the chain $0.44$; the continuum description of the crystals is then becoming inaccurate.

\subsection*{(e) Phonons that carry heat}

\paragraph{Atomic structure.} In a chain, $u_n\propto e^{i(qnd-\omega t)}$ and $M\omega^2=2K(1-\cos qd)$. The largest frequency, at $qd=\pi$, is
\begin{equation}
f_{\max}=\frac{1}{\pi}\sqrt{\frac KM}=\frac{c}{\pi d},
\end{equation}
which is 19.72 THz for Si and 10.95 THz for Ge. Let planes $n\le0$ be Si and $n\ge1$ be Ge. The two planes at the bond obey
\begin{align}
-\omega^2M_1u_0&=K_1(u_{-1}-u_0)+K_b(u_1-u_0),\\
-\omega^2M_2u_1&=K_b(u_0-u_1)+K_2(u_2-u_1),
\end{align}
with $u_n=e^{iq_1nd_1}+re^{-iq_1nd_1}$ on the left and $u_n=te^{iq_2(n-1)d_2}$ on the right. These are two linear equations for $r$ and $t$. The mean power through a spring is $\tfrac12\omega K\sin(qd)$ times the squared amplitude, so
\begin{equation}
T=\frac{K_2\sin(q_2d_2)\,|t|^2}{K_1\sin(q_1d_1)} .
\end{equation}
With the perfect bond $K_b$, $T$ is $0.980$ at 1 THz, $0.968$ at 5 THz, $0.78$ at 10 THz and $0.45$ at 10.8 THz. Above the Ge band no travelling wave exists in Ge, and reflection is total.

The thermal frequency $k_BT_{\mathrm K}/h$ at temperature $T_{\mathrm K}=300$ K is 6.25 THz, which is not small on this scale. For a single normal-incidence channel, the density of states times the group velocity is independent of frequency. Each frequency interval is then weighted by the temperature derivative of its mean energy, which is proportional to
\begin{equation}
w(f)=\left[\frac{y}{\sinh y}\right]^2,\qquad y=\frac{hf}{2k_BT_{\mathrm K}} .
\end{equation}
Averaging over the Si band gives $0.98$ at 20 K but $0.60$ at 300 K. At 300 K, 35\% of the weight lies above the Ge band and is lost. The remaining 65\% is transmitted with a mean of $0.60/0.65\approx0.92$.

\paragraph{Oblique incidence.} Heat arrives from all angles. The wave-vector component along the interface is conserved, so $\sin\theta/c$ is the same for all waves involved. From Ge, the transmitted longitudinal wave decays away from the interface and carries no mean energy into Si beyond
\begin{equation}
\theta_L=\arcsin\frac{4868}{8412}=35.4^\circ .
\end{equation}
With a rough shear speed of 5300 m/s in Si, transmission by conversion to shear waves survives up to $\arcsin(4868/5300)=66.7^\circ$. This angle is sensitive to the shear speed chosen: 5300 m/s is a direction average, and the [100] value of about 5840 m/s would give $56^\circ$.

Treating both solids as isotropic, with 3200 m/s for shear waves in Ge, one matches two displacement and two stress components. This fixes the amplitudes of the two reflected and two transmitted waves. The average over angle with flux weight $2\sin\theta\cos\theta\,d\theta$ is $0.915$ for longitudinal waves from Si and $0.445$ from Ge. Angles below $\theta_L$ hold a share $\sin^2\theta_L=0.335$ of the flux from Ge, so at least $0.445-0.335=0.11$ must enter Si as shear waves. The equality of the two directions found in (c) for normal incidence does not carry over to these angular averages.

\paragraph{Comparison with real interfaces.} The longitudinal speeds used here are close to those along [100] in the two crystals, while the shear speeds are direction averages, and the real crystals are anisotropic. With the cubic elastic constants of Si and Ge and a (001) interface, the angular average from Si stays near $0.92$, but that from Ge falls from $0.445$ to about $0.38$, of which about $0.08$ enters Si as shear waves. The real vibrational bands end lower than the chain's, at roughly 16 THz in Si and 9 THz in Ge, so the averages above are estimates of size. Real interfaces also have a lattice mismatch of about 4\% and some intermixing, and anharmonic processes can change a phonon's frequency at the interface; none of these is included in the estimates.

The value $0.98$ is therefore suitable for long-wave longitudinal sound at normal incidence on a well-bonded interface. It should not be used as the mean transmission of heat-carrying phonons at 300 K: in these models the atomic structure alone lowers it to about $0.6$ for waves from Si, and the spread of angles alone lowers it to about $0.4$ for longitudinal waves from Ge. The numerical output below lists the values at further frequencies.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS
Impedance Si, Ge: 19.6, 25.9 million kg/(m^2 s)
Density Si, Ge (rough): 2330, 5320 kg/m^3
Longitudinal speed Z/density Si, Ge: 8412, 4868 m/s
Shear speed Si, Ge (rough): 5300, 3200 m/s
Plane spacing Si, Ge (rough): 0.1358, 0.1415 nm
NORMAL INCIDENCE, FORMULA
Sum of impedances: 45.5 million kg/(m^2 s)
4 Z1 Z2: 2030.56 (million kg/(m^2 s))^2
(Z1+Z2)^2: 2070.25 (million kg/(m^2 s))^2
Displacement amplitude ratio r: -0.1385
Displacement amplitude ratio t: 0.8615
t squared: 0.7422; Z2/Z1: 1.3214
Energy transmission T: 0.9808
Energy reflection R: 0.0192
PULSE FOLLOWED IN TIME
Si to Ge: T = 0.9809, R = 0.0191
Si to Ge: r = -0.1384, t = 0.8616
Kinetic share of transmitted energy: 0.5000
Ge to Si: T = 0.9808
Equal Z, speed halved: R = 5.4e-08
NEGLECTED EFFECTS
T with Z2/Z1 changed by -5 %: 0.9872
T with Z2/Z1 changed by +5 %: 0.9737
Top chain frequency Si, Ge: 19.72, 10.95 THz
Chain T at 1.0 THz: 0.9804
Chain T at 3.0 THz: 0.9769
Chain T at 5.0 THz: 0.9679
Chain T at 8.0 THz: 0.9229
Chain T at 10.0 THz: 0.7765
Chain T at 10.8 THz: 0.4537
Chain T at 1.0 THz, bond spring / 4: 0.9409
Chain T at 5.0 THz, bond spring / 4: 0.4400
kT/h at 20 K: 0.42 THz; thermal mean of chain T: 0.980
kT/h at 300 K: 6.25 THz; thermal mean of chain T: 0.601
Thermal weight above Ge band at 300 K: 0.350
Ge to Si critical angle, longitudinal: 35.4 degrees
Ge to Si critical angle, shear: 66.7 degrees
Angle-averaged T, longitudinal from Si: 0.915
Angle-averaged T, longitudinal from Ge: 0.445
\end{verbatim}
